# Resistance of a ballistic 10 nm contact between free-electron metals

## Problem

Two large pieces of the same free-electron metal are separated by a thin insulating screen. They touch through a clean square opening of side \(L=10\) nm. The Fermi wavevector is \(k_F=13.6\ \mathrm{nm^{-1}}\), and electrons cross the opening without scattering. Show that the resistance between the two pieces is near 8.8 Ω, and find what sets it, given that nothing in the opening scatters.

**Conventions.** SI units are used, with \(e>0\). Each electrode is in its own equilibrium, and both are at the same temperature \(T\). Their Fermi levels are \(\mu_L=E_F+eV/2\) on the left and \(\mu_R=E_F-eV/2\) on the right, so \(V\) is the voltage between the electrodes, measured deep inside them. Electrons then flow to the right, along \(+z\). The conventional current runs the other way, and \(I\) denotes its magnitude. The area is \(A=L^2\).

## A tempting solution

The density of states per unit volume, with both spins, is \(g(E_F)=mk_F/(\pi^2\hbar^2)\). Half of these states move to the right. The left electrode fills them to an energy \(eV\) higher than the right electrode fills the left-moving ones, so the density of unbalanced carriers is

\[
\delta n=\tfrac12\,g(E_F)\,eV=\frac{mk_F}{2\pi^2\hbar^2}\,eV .
\]

They move at the Fermi speed \(v_F=\hbar k_F/m\). Hence

\[
I=e\,\delta n\,v_F A=\frac{e^2k_F^2A}{2\pi^2\hbar}\,V=\frac{2e^2}{h}\,\frac{k_F^2A}{2\pi}\,V ,
\]

where the last form uses \(\hbar=h/2\pi\). With \(k_F^2A=13.6^2\times100=18496\) and \(h/(2e^2)=12906.4\) Ω,

\[
R=\frac{12906.4\ \Omega}{18496/(2\pi)}=4.38\ \Omega .
\]

This is half of the value to be shown.

## Where it fails

The carrier density \(\delta n\) is correct. The fault is the factor \(v_F\). The rate at which electrons cross a plane depends on their velocity component normal to it, \(v_z=v_F\cos\theta\), and the unbalanced electrons are spread over all forward directions. Their mean normal velocity is

\[
\langle v_z\rangle=v_F\,\frac{\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}=v_F\,\frac{1/2}{1}=\frac{v_F}{2}.
\]

The current is therefore halved and the resistance doubled, to 8.77 Ω. The full calculation below also covers finite voltage and temperature.

## Solution

**Current through the opening.** The Fermi wavelength is 0.462 nm, about 22 times smaller than \(L\), so to leading order electrons travel in straight lines and diffraction at the rim is neglected. A right-moving electron in the opening comes from the left electrode and has its occupation \(f_L(E)\); a left-moving one has \(f_R(E)\). The two streams have equal and opposite velocities, so the net current is

\[
I=eA\int_{v_z>0}\frac{2\,d^3k}{(2\pi)^3}\,v_z\,(f_L-f_R),
\]

where the 2 counts spin. In spherical coordinates \(d^3k=2\pi k^2\,dk\,\sin\theta\,d\theta\) and \(v_z=v\cos\theta\). The angular integral is \(1/2\), and the prefactors combine to

\[
\frac{2\cdot2\pi}{8\pi^3}\cdot\frac12=\frac{1}{4\pi^2},
\qquad
I=\frac{eA}{4\pi^2}\int k^2\,v\,(f_L-f_R)\,dk .
\]

Since \(E=\hbar^2k^2/2m\), we have \(dE=\hbar v\,dk\). Replacing \(v\,dk\) by \(dE/\hbar=2\pi\,dE/h\) gives

\[
I=\frac{2e}{h}\int N(E)\,(f_L-f_R)\,dE,\qquad N(E)=\frac{k^2A}{4\pi}=\frac{mA}{2\pi\hbar^2}\,E .
\]

**Finite voltage and temperature.** Because \(N\) is proportional to \(E\), we need \(\int_0^\infty E f\,dE\) for each electrode. Integrate by parts and write \(E=\mu+\varepsilon\):

\[
\int_0^\infty E f\,dE=\int_0^\infty\frac{E^2}{2}\left(-\frac{df}{dE}\right)dE\simeq\tfrac12\left(\mu^2+\langle\varepsilon^2\rangle\right).
\]

Here \(\langle\cdot\rangle\) is the average with weight \(-df/dE\). This weight is even in \(\varepsilon\), so \(\langle\varepsilon\rangle=0\). Extending the lower limit to \(-\infty\) costs terms of order \(e^{-\mu/k_BT}\), which are negligible in a metal. At equal temperatures \(\langle\varepsilon^2\rangle\) cancels in the difference, leaving

\[
\tfrac12(\mu_L^2-\mu_R^2)=\tfrac12(\mu_L+\mu_R)(\mu_L-\mu_R)=E_F\,eV .
\]

Therefore \(\int N(f_L-f_R)\,dE=N(E_F)\,eV\), and

\[
\boxed{R=\frac{V}{I}=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2A}}
\]

This is the Sharvin resistance. Within this model thermal smearing does not change it at fixed chemical potential.

**Numbers.**

\[
N=\frac{18496}{4\pi}=1471.9,\qquad R=\frac{12906.4\ \Omega}{1471.9}=8.77\ \Omega ,
\]

which is near 8.8 Ω, as required. Direct numerical integration of the first current formula at 300 K and 10 mV gives 8.769 Ω, in agreement with the boxed formula.

## What the resistance counts

\(N\) is the number of transverse modes per spin. With periodic conditions across the opening, the allowed transverse wavevectors have density \(A/(2\pi)^2\). Those that leave a real \(k_z\) at the Fermi energy fill a disc of area \(\pi k_F^2\), so

\[
N=\frac{A}{4\pi^2}\,\pi k_F^2=\frac{k_F^2A}{4\pi}.
\]

In each mode the carriers form a one-dimensional stream. Its current per unit energy is \(e\cdot2\cdot v_z\,dk_z/(2\pi\,dE)=2e/h\), because \(dE=\hbar v_z\,dk_z\) at fixed transverse wavevector. The velocity cancels, and every mode has conductance \(2e^2/h\). The resistance is finite because the opening has finitely many modes to carry current between two electrodes that each have very many more.

The crossing itself is elastic, so no heat is released in the opening. At 10 µA the voltage is \(10\ \mu\mathrm{A}\times8.77\ \Omega=87.7\ \mu\mathrm{V}\) and the power is 0.88 nW. This is the total for the two electrodes, where arriving electrons relax and the empty states left behind are refilled. Thermoelectric effects can change how the heat is divided between them, but not the total.

## Relation to bulk resistivity

A steady field \(\mathcal E\) acting for a relaxation time \(\tau\) gives a drift speed \(e\mathcal E\tau/m\), hence a conductivity \(ne^2\tau/m\). With mean free path \(\lambda=v_F\tau\) and \(mv_F=\hbar k_F\),

\[
\rho=\frac{m}{ne^2\tau}=\frac{\hbar k_F}{ne^2\lambda}.
\]

The filled Fermi sphere contains \(n=2\cdot\frac{4\pi k_F^3/3}{(2\pi)^3}=k_F^3/(3\pi^2)\) electrons per volume, so

\[
\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2},\qquad
R=\frac{2\pi h}{e^2k_F^2A}=\frac{4\pi^2\hbar}{e^2k_F^2A}=\frac{4}{3}\,\frac{\rho\lambda}{A}.
\]

The contact has the resistance of a piece of bulk metal of the same cross-section and length \(4\lambda/3\). The product \(\rho\lambda\) depends on \(k_F\) alone, so a purer metal, with larger \(\lambda\) and smaller \(\rho\), has the same ballistic resistance. Here \(\rho\lambda=6.577\times10^{-16}\ \Omega\,\mathrm{m^2}\). The guess \(\rho\lambda/A\), one mean free path of wire, would give 6.58 Ω and miss the factor \(4/3\).

## The opposite limit: a wide, diffusive contact

If the opening is much wider than \(\lambda\), Ohm's law holds locally and the resistance comes from current spreading in the electrodes. Take a disc of radius \(a\). By the antisymmetry of the two halves, the opening is an equipotential. Try the current density

\[
j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},
\]

whose integral over the disc is \(I\). A surface element \(dS\) feeding a half-space bounded by an insulator produces the potential \(\rho j\,dS/(2\pi d)\) at distance \(d\), since its current spreads over a hemisphere. To sum these at a point \(P\) of the disc, use polar coordinates centred on \(P\). Then \(dS=d\,\mathrm{d}d\,\mathrm{d}\varphi\), the factor \(d\) cancels, and what remains is an integral of \(j\) along each chord through \(P\). On a chord of half-length \(c\), with position \(u\) measured from its midpoint, \(a^2-r^2=c^2-u^2\), so

\[
\int_{-c}^{c}\frac{du}{\sqrt{c^2-u^2}}=\pi
\]

for every chord. The chord directions cover an angle \(\pi\), and the potential is

\[
\frac{\rho}{2\pi}\cdot\frac{I}{2\pi a}\cdot\pi\cdot\pi=\frac{\rho I}{4a}
\]

at every point \(P\). The trial density therefore does make the disc an equipotential. Two electrodes in series give

\[
R_{\mathrm{diff}}=\frac{\rho}{2a}.
\]

The ratio to the ballistic value for the same disc, \(A=\pi a^2\), is

\[
\frac{\rho/(2a)}{4\rho\lambda/(3\pi a^2)}=\frac{3\pi a}{8\lambda}.
\]

The ballistic term thus dominates when \(a\ll\lambda\), and the two are equal at \(a=8\lambda/(3\pi)\approx0.85\,\lambda\). For our contact the disc of equal area has \(a=5.64\) nm. With a rough mean free path of 40 nm, \(\rho\approx1.6\ \mu\Omega\,\mathrm{cm}\) and \(\rho/(2a)\approx1.5\) Ω, or about 17 percent of the ballistic value. This is the scale of the resistance added by scattering in the electrodes. Its precise coefficient in the intermediate regime needs a transport calculation that is not made here.

## Corrections within the free-electron picture

**Hard walls.** Suppose the opening is a short channel with impenetrable side walls and smoothly widening ends. The modes are standing waves labelled by integers \(n_x,n_y\ge1\) with \(n_x^2+n_y^2<q^2\), where \(q=k_FL/\pi\). On average over small changes of width, a full disc holds \(\pi q^2\) integer points. Each axis holds \(2q\) of them, and the two axes share the origin, so together they hold \(4q-1\). Removing the axes and keeping one quadrant gives

\[
N_{\mathrm{hard}}\simeq\frac{\pi q^2-(4q-1)}{4}=\frac{k_F^2L^2}{4\pi}-\frac{k_FL}{\pi}+\frac14 .
\]

The edge term removes 43.3 modes and leaves 1428.8. A direct count at \(L=10\) nm finds 1432, because the actual number fluctuates about the smooth formula. Averaged over widths from 8 to 12 nm, count and formula differ by 0.02 modes. With 1432 modes the resistance is 9.01 Ω, which is 2.8 percent above the leading-order value. This number belongs to the smooth channel, with each mode taken as either fully open or fully closed. At 300 K thermal smearing of these thresholds lowers the effective count by about two modes, which raises the resistance by a further 0.1 percent. An abrupt hole in a thin screen needs a diffraction calculation, which is not made here.

**Temperature at fixed density.** The electron density is proportional to \(\langle(\mu+\varepsilon)^{3/2}\rangle\simeq\mu^{3/2}\left(1+\tfrac38\langle\varepsilon^2\rangle/\mu^2\right)\). With \(x=\varepsilon/k_BT\), integration by parts gives

\[
\frac{\langle\varepsilon^2\rangle}{(k_BT)^2}=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

Holding the density fixed then lowers \(\mu\) by the fraction \((\pi^2/12)(k_BT/E_F)^2\). At 300 K, with \(E_F=7.05\) eV, this is \(1.1\times10^{-5}\), and \(R\) rises by the same fraction.

## The shape of the Fermi surface

In a crystal the disc of area \(\pi k_F^2\) is replaced by the projection of the forward-moving part of the real Fermi surface, with overlapping parts counted separately. A simple band shows how much this can matter. Take one \(s\) orbital per atom on an fcc lattice of cubic constant \(a_0\), with nearest-neighbour hopping \(t\):

\[
E=-4t\,(c_xc_y+c_yc_z+c_zc_x),\qquad c_i=\cos(k_ia_0/2).
\]

Let the current flow along [001]. For given \(k_x,k_y\), the Fermi energy is reached when

\[
c_z=\frac{-E_F/4t-c_xc_y}{c_x+c_y},
\]

which has a real solution \(k_z\) if the right side lies between \(-1\) and 1. There is then one forward-moving state. Each atomic layer has one atom per area \(a_0^2/2\), so there are \(2A/a_0^2\) transverse wavevectors. If a fraction \(F\) of them is open, \(N=2FA/a_0^2\).

At the same electron density, with one electron per atom, \(a_0=(4/n)^{1/3}=0.3611\) nm. The half-filled band has \(F=0.783\), so

\[
N=\frac{2\times0.783\times100}{0.3611^2}\approx1201,\qquad R\approx10.7\ \Omega .
\]

This is 22 to 23 percent above the free-electron value at equal density. The size depends strongly on direction: for current along [111] the same band lies only about 2 percent above the free-electron value. It belongs to this model band and this current direction, and is not a prediction for copper.

## Beside a real chip contact

The chosen \(k_F\) corresponds to the electron density of copper with one electron per atom, and 10 nm is in the size range of narrow vias. A current of 10 µA means 10 MA/cm², and whether a real line can carry this continuously depends on its material, temperature and required lifetime. One assumption that can fail strongly is that of a clean metal-to-metal opening. If a barrier layer lies across the current path, with rough values of 2 nm thickness and 200 µΩ cm, it adds, apart from any interface resistance,

\[
\frac{\rho_bt_b}{A}=\frac{(2\times10^{-6}\ \Omega\,\mathrm m)(2\times10^{-9}\ \mathrm m)}{10^{-16}\ \mathrm{m^2}}=40\ \Omega ,
\]

more than four times the ballistic term. The electrodes must also be much wider than the opening: a clean joint inside a uniform wire is no constriction, and the 8.8 Ω is then not an extra resistance at the joint. The value describes an ideal constriction in a free-electron metal, not a finished via. The numerical output below lists the values used.

## Calculated quantities

```
Fermi wavevector: 13.6 nm^-1
Contact side: 10 nm
Contact area: 100 nm^2
Temperature: 300 K
Fermi wavelength: 0.462 nm
Fermi energy: 7.05 eV
Electron density: 8.496e+22 cm^-3
Resistance of one spin-degenerate mode h/(2e^2): 12906.4 ohm
Modes per spin, kF^2 A/(4 pi): 1471.9
Ballistic resistance, formula: 8.769 ohm
Ballistic resistance, kinetic integral: 8.769 ohm
Bias used in kinetic integral: 10 mV
Resistance times area: 8.769e-12 ohm cm^2
Drive current: 10 uA
Voltage drop at drive current: 87.7 uV
Current density: 10.0 MA/cm^2
Mean free path (rough input): 40 nm
Bulk resistivity from it: 1.64 uohm cm
Resistivity times mean free path: 6.577e-16 ohm m^2
Hard-wall edge term kF P/(4 pi): 43.3 modes
Hard-wall modes, smooth formula: 1428.8
Hard-wall modes, direct count: 1432
Resistance with hard-wall count: 9.013 ohm
Change from hard walls: 2.8 percent
Mean count minus formula, hard walls: -0.02 modes
Mean count minus formula, periodic: -0.11 modes
Equal-area disc radius: 5.64 nm
Diffusive spreading scale rho/(2a): 1.46 ohm
Spreading scale over ballistic value: 16.6 percent
fcc lattice constant at this density: 0.3611 nm
fcc model band, open fraction: 0.783
fcc model band, fraction from velocities: 0.782
fcc model band, modes per spin: 1201
fcc model band, resistance: 10.75 ohm
Change from fcc model band: 22.6 percent
Thermal fall of chemical potential: 1.11e-05 of EF
Liner thickness (rough input): 2 nm
Liner resistivity (rough input): 200 uohm cm
Liner series resistance: 40.0 ohm
```
